# Why a Dielectric Bilayer between Identical Metals Leaks Differently by Polarity

A leakage calculation for a two-layer capacitor starts with a decision: may the current be computed for one polarity and used for both, and if not, which barrier and which field belong in the Fowler-Nordheim formula? Identical plates suggest that one calculation is enough. In general it is not, because reversing the bias changes the dielectric that the emitting plate faces.

**The model**

Layer $i=1,2$ has thickness $t_i$, relative permittivity $\kappa_i$, electron barrier $\phi_i$ measured from the metal Fermi level, and isotropic tunnelling mass $m_i m_0$, where $m_0$ is the free-electron mass. The magnitudes of the bias and the fields are $V$ and $F_i$, and $q>0$ is the elementary charge. The plates have equal work functions and there are no net interface dipoles, so the fields vanish at $V=0$. Electrons carry the current, the temperature is zero, and the image force is left out at first.

With no charge at the inner interface, Gauss's law makes the displacement $D$ continuous:

$$\epsilon_0\kappa_1F_1=\epsilon_0\kappa_2F_2=D .$$

The voltages across the layers add to $V$. Substituting $F_i=D/(\epsilon_0\kappa_i)$ gives

$$V=F_1t_1+F_2t_2=\frac{D}{\epsilon_0}\left(\frac{t_1}{\kappa_1}+\frac{t_2}{\kappa_2}\right),\qquad
F_i=\frac{V}{\kappa_i\,(t_1/\kappa_1+t_2/\kappa_2)} .$$

Reversing the bias reverses the field directions but keeps both magnitudes. A cathode touching layer 1 emits under $F_1$ through $\phi_1$; a cathode touching layer 2 emits under $F_2$ through $\phi_2$.

**The current from one cathode**

Let $x$ be the distance from the cathode and $E$ the total electron energy relative to its Fermi level. The electron has wave number $k_t$ parallel to the plate, which is conserved, and transverse energy $E_t=\hbar^2k_t^2/(2m_0)$ in the metal, whose mass is taken as $m_0$. In the dielectric the decay constant $\eta$ obeys

$$\eta^2=\frac{2m_im_0}{\hbar^2}(\phi_i-qF_ix-E)+k_t^2
=\frac{2m_im_0}{\hbar^2}(u-qF_ix),\qquad u=\phi_i-E+\frac{E_t}{m_i}.$$

Suppose that the electron leaves the barrier inside the cathode-side layer and that the other layer does not block it again. For electrons near the Fermi level that lose no energy in the dielectric, this holds when $qF_it_i$ exceeds both barriers. The WKB transmission is then $e^{-B}$, with

$$B(u)=2\int_0^{u/(qF_i)}\eta\,dx
=\frac{2\sqrt{2m_im_0}}{\hbar}\,\frac{2u^{3/2}}{3qF_i}
=\frac{4\sqrt{2m_im_0}\,u^{3/2}}{3\hbar qF_i}.$$

Write $b_i=B(\phi_i)$. Most emitted electrons lie close to the Fermi level with little transverse energy, so $B$ can be expanded to first order:

$$B\simeq b_i+c_i\left(-E+\frac{E_t}{m_i}\right),\qquad
c_i=\frac{3b_i}{2\phi_i}=\frac{2\sqrt{2m_im_0\phi_i}}{\hbar qF_i}.$$

The current sums $q v_x e^{-B}$ over occupied states, with density $2\,d^3k/(2\pi)^3$ including spin. Since $v_x\,dk_x=dE_x/\hbar$ and $d^2k_t=2\pi m_0\,dE_t/\hbar^2$, and since changing from $E_x$ to $E=E_x+E_t$ at fixed $E_t$ has unit Jacobian,

$$J_i=\frac{qm_0}{2\pi^2\hbar^3}\int_{-\infty}^{0}dE\int_0^\infty dE_t\;e^{-b_i+c_iE-c_iE_t/m_i}.$$

The limits may be extended to infinity because the integrand decays rapidly. The integrals give $1/c_i$ and $m_i/c_i$, so

$$J_i=\frac{qm_0m_i}{2\pi^2\hbar^3c_i^2}e^{-b_i}
=\frac{qm_0m_i}{2\pi^2\hbar^3}\,\frac{\hbar^2q^2F_i^2}{8m_im_0\phi_i}e^{-b_i}
=\frac{q^3F_i^2}{8\pi h\phi_i}e^{-b_i}.$$

The last step uses $16\pi^2\hbar=8\pi h$. The masses cancel from the prefactor but remain in $b_i$. If the transmission were taken to depend on $E_x$ alone, the transverse integral would give $1/c_i$ and the prefactor would carry an extra $1/m_i$.

The expansion error can be estimated. With $w=-E+E_t/m_i$, the next term in $B$ is $3b_iw^2/(8\phi_i^2)$. The weight is a product of two exponentials, each giving a contribution to $w$ of mean $1/c_i$, so $\langle w^2\rangle=6/c_i^2$. The average of the term is

$$\frac{3b_i}{8\phi_i^2}\,\frac{6}{c_i^2}
=\frac{3b_i}{8\phi_i^2}\,\frac{24\phi_i^2}{9b_i^2}=\frac1{b_i}.$$

To leading order the formula is therefore too large by a fraction $1/b_i$.

**What decides the preferred polarity**

Dividing the two currents and using $F_1/F_2=\kappa_2/\kappa_1$ gives

$$\frac{J_1}{J_2}=\frac{\kappa_2^2\phi_2}{\kappa_1^2\phi_1}\,e^{b_2-b_1}.$$

Inserting $F_i=D/(\epsilon_0\kappa_i)$ in the exponent shows how barrier and field combine:

$$b_i=\frac{4\sqrt{2m_0}\,\epsilon_0}{3\hbar qD}\,S_i,\qquad S_i=\kappa_i\sqrt{m_i}\,\phi_i^{3/2}.$$

A high permittivity weakens the local field and raises $S_i$; a low barrier reduces it. The cathode facing the smaller $S_i$ has the smaller exponent. Unequal barriers alone do not settle the direction, since the fields may oppose them.

Equal $S_i$ removes the exponential asymmetry but leaves the prefactor. The currents are equal when $b_1-b_2=\ln[\kappa_2^2\phi_2/(\kappa_1^2\phi_1)]$. For a given stack $b_1-b_2$ varies as $1/V$, so if $S_1\ne S_2$ this can hold at no more than one bias within the formula.

**A silica/alumina stack**

Take rough typical parameters for a thin silica/alumina capacitor. Layer 1, silica-like, has $t=6$ nm, $\kappa=3.9$, $\phi=3.6$ eV and $m=0.40$. Layer 2, alumina-like, has $t=12$ nm, $\kappa=8$, $\phi=2.8$ eV and $m=0.25$. The bias is 10 V.

The sum $6/3.9+12/8=3.038$ nm gives $D/\epsilon_0=10\ \text{V}/3.038\ \text{nm}=32.9$ MV/cm. Hence

$$F_1=\frac{32.9}{3.9}=8.44\ \text{MV/cm},\qquad F_2=\frac{32.9}{8}=4.11\ \text{MV/cm}.$$

The layers carry 5.06 V and 4.94 V. Both exceed the larger barrier divided by $q$, 3.6 V, so the emission condition holds in both polarities. It begins to hold at 7.11 V for the silica-side cathode and 7.29 V for the alumina-side one.

The strengths are $S_1=3.9\sqrt{0.40}\,(3.6)^{3/2}=16.85$ and $S_2=8\sqrt{0.25}\,(2.8)^{3/2}=18.74$, in eV$^{3/2}$. The exponents are $b_1=34.97$ and $b_2=38.90$, and the currents are

$$J_1=1.98\times10^{-8}\ \text{A/cm}^2,\qquad J_2=1.19\times10^{-10}\ \text{A/cm}^2.$$

Their ratio is $3.27\,e^{3.93}\simeq167$. With these parameters the cathode facing the higher barrier leaks more, because its field is about twice as strong. The two strengths differ by only about 10%, so this direction depends on the values chosen. Numerical integration of the WKB transmission over both energies, through the whole bilayer, gives a ratio of 166. The integrated currents are 2.7% and 2.4% below the formula values, close to the predicted $1/b_i$ of 2.9% and 2.6%.

Three changes, each made to the original stack at 10 V with the thicknesses fixed, separate the causes:

- With $\kappa=3.9$ in both layers, the integrated ratio $J_1/J_2$ is $1.3\times10^{-10}$. The lower barrier and lighter mass of layer 2 now favour the alumina side.
- With the original permittivities but silica-like barriers and masses in both layers, the ratio is $3.8\times10^{16}$. The field difference favours the silica side.
- With the alumina-side barrier lowered to 2.608 eV, $S_1=S_2$. The ratio is 3.05, which is the prefactor asymmetry alone.

The first case needs a wider form of the exponent. The field is $10\ \text{V}/18\ \text{nm}$, so silica carries 3.33 V, too little for a Fermi-level electron to leave a 3.6 eV barrier inside it. If $(y)_+$ means $y$ when positive and zero otherwise, integrating $\eta$ through both layers at $E=E_t=0$ gives, for emission from side 1,

$$b=\frac{4\sqrt{2m_0}}{3\hbar q}\left[\sqrt{m_1}\,\frac{\phi_1^{3/2}-(\phi_1-qF_1t_1)_+^{3/2}}{F_1}
+\sqrt{m_2}\,\frac{(\phi_2-qF_1t_1)_+^{3/2}}{F_2}\right].$$

This holds if the electron leaves the last barrier before it reaches the anode. Here the last term vanishes, because 3.33 eV exceeds 2.8 eV: the electron leaves the barrier at the inner interface.

**Dependence on bias**

In the Fowler-Nordheim regime $b_2-b_1$ varies as $1/V$. At 8 V it is $3.93\times10/8=4.91$, and the formula ratio is $3.27\,e^{4.91}\simeq444$, in agreement with the integrated value. Raising the bias reduces the relative asymmetry in this example.

That trend does not continue down to zero bias. As $V\to0$, electrons moving either way cross the same undistorted barrier, and its WKB action does not depend on direction. The conductance $G$ is therefore common to both polarities. For signed bias $v$, a smooth expansion is $J=Gv+G_2v^2+\dots$, so the magnitudes for $v=\pm V$ give

$$\ln\frac{J_1}{J_2}=\ln\frac{G+G_2V}{G-G_2V}\simeq\frac{2G_2}{G}V.$$

The integrated values of this logarithm are 0.042 at 0.01 V and 0.084 at 0.02 V. Between these biases and the Fowler-Nordheim range the emission condition fails and the ratio passes through a large maximum: the integrated value is about 110 at 1 V, $10^{14}$ at 4 V and 2800 at 7 V. The currents themselves are negligible over most of this range, about $10^{-71}$ A/cm$^2$ at 0.01 V and $10^{-27}$ A/cm$^2$ at 4 V for the silica side, so they would not set the leakage of a real film. Polarity dependence thus requires a finite bias, which distorts the unequal layers differently in the two directions.

**What the model leaves out**

The image force lowers the barrier top by $\sqrt{q^3F/(4\pi\epsilon)}$, with $\epsilon$ the optical permittivity. With rough relative optical permittivities of 2.1 and 2.7, its effect on the exponent multiplies the silica-side current by 11 and the alumina-side current by 6.0. The ratio becomes about 320. Temperature acts the other way: the integrated ratio without image force is 124 at 300 K and 92 at 400 K. The alumina side has the larger $c_i$, so its transmission gains more from thermally excited electrons.

WKB also omits wave matching and reflection. For normal incidence at the Fermi level, with a metal band depth of 7 eV, the wave transmission is 1.7 times the WKB value on the silica side and 2.5 times on the alumina side. Interference makes both factors vary with bias: from 8 to 11 V they lie between about 0.9 and 4.5, and their ratio departs from one by nearly a factor of four in either direction. Summing over total and transverse energy partly averages the oscillation: the currents are then about 1.0 to 3.0 times the WKB values (1.4 and 1.6 at 10 V), and the polarity ratio changes by less than a factor of three. That is too little to reverse the preferred polarity in this range, where the formula ratio stays above 100.

Energy loss is also left out. An electron emitted from the alumina side leaves the barrier after 6.8 nm and still has 5.2 nm of alumina to cross. If it relaxes to the alumina band edge on the way, it meets a 0.8 eV step at the silica, with a WKB transmission of only about 0.03 per attempt. Electrons may then collect at the inner interface and alter the fields.

Trapped charge can change the answer over time. A sheet of $N$ electrons per area at the inner interface gives $\kappa_2F_2-\kappa_1F_1=qN/\epsilon_0$ for emission from side 1. Eliminating $F_2$ from the voltage sum yields

$$F_1=\frac{V-qNt_2/(\epsilon_0\kappa_2)}{t_1+t_2\kappa_1/\kappa_2}.$$

For side 1 as cathode, $N=10^{12}$ cm$^{-2}$ multiplies the current by 0.36; for side 2, with the indices exchanged, by 0.31. If every electron were trapped at the initial current, the sheet would fill in about 8 s and 1300 s respectively. The ratio of 167 therefore describes the initial, uncharged stack and not necessarily its steady leakage.

The chosen bias is a stress condition: 8.4 MV/cm is about 84% of a rough silica breakdown field of 10 MV/cm. At much lower fields this emission is far weaker. The assumption of sharply known barriers matters greatly. Moving the alumina barrier by $-0.1$ or $+0.1$ eV, all else fixed, changes the formula ratio to 20 or 1400. Masses and permittivities matter as much: a silica mass of 0.50 or an alumina mass of 0.20 brings the integrated ratio down to 2.7. The preferred polarity at 10 V reverses if, one change at a time, the silica mass exceeds 0.53, the alumina mass falls below 0.19, the alumina permittivity falls below 7.0 or the alumina barrier falls below 2.55 eV. The direction found here is therefore not a fixed property of silica/alumina stacks. Real films also contain defects that can carry current. That contribution is not calculated here, and it could mask the smaller Fowler-Nordheim current or reverse the preferred polarity.

## Table of computed values

```
Bias magnitude: 10.0 V
silica side: t=6.0 nm, kappa=3.9, barrier=3.60 eV, mass=0.40 m0
  local field: 8.439 MV/cm
  voltage across layer: 5.063 V
  bias needed to clear both barriers: 7.11 V
  strength S: 16.848 eV^(3/2)
  tunnelling exponent b: 34.969 (no unit)
  formula current: 1.984e-08 A/cm2
  integrated WKB current: 1.931e-08 A/cm2
  wave/WKB transmission: 1.72 (ratio)
  image-force current factor: 11.31 (ratio), optical kappa=2.1
  heat factors, 300 K and 400 K: 1.28, 1.59 (ratios)
  current factor with trapped sheet: 0.357 (ratio)
  sheet fill time if all trapped: 8.08 s
  field/rough breakdown field: 0.84 (ratio), breakdown=10 MV/cm
alumina side: t=12.0 nm, kappa=8.0, barrier=2.80 eV, mass=0.25 m0
  local field: 4.114 MV/cm
  voltage across layer: 4.937 V
  bias needed to clear both barriers: 7.29 V
  strength S: 18.741 eV^(3/2)
  tunnelling exponent b: 38.898 (no unit)
  formula current: 1.191e-10 A/cm2
  integrated WKB current: 1.162e-10 A/cm2
  wave/WKB transmission: 2.50 (ratio)
  image-force current factor: 5.96 (ratio), optical kappa=2.7
  heat factors, 300 K and 400 K: 1.72, 2.87 (ratios)
  current factor with trapped sheet: 0.310 (ratio)
  sheet fill time if all trapped: 1.34e+03 s
  field/rough breakdown field: 0.59 (ratio), breakdown=7 MV/cm
Shared displacement: 2.914 uC/cm2
Ratios below: silica-side current / alumina-side current
Formula ratio at 10 V: 166.5
Integrated ratio at 10 V: 166.1
Integrated ratio at 8 V: 443.7
Prefactor part of formula ratio: 3.273
Exponential part of formula ratio: 50.88
Ratio, both kappa=3.9: 1.328e-10
Ratio, both barriers and masses silica-like: 3.835e+16
Alumina-side barrier for equal exponents: 2.608 eV
Integrated ratio at equal exponents: 3.048
Prefactor-only prediction there: 3.048
Log ratios at 0.01 V and 0.02 V: 0.0419, 0.0839
Ratio with image force: 315.9
Integrated ratio at 300 K: 124.4
Integrated ratio at 400 K: 91.9
Ratio for alumina barrier shifted -0.1, +0.1 eV: 20.4, 1411.5
Trapped sheet used above: 1.0e+12 electrons/cm2
Inner step: 0.80 eV; thermalized-electron exponent: 3.66
Metal band depth in wave test: 7.0 eV
```
